\section*{Frozen-core valence orbitals: orthogonality and the Rydberg series, part 1}

(Sections cited here and not found follow in the second part.)

\section{The frozen-core equation and its orthogonal solutions}

\subsection{A core shrunk to a point}

Let a nucleus of charge $Z$ be surrounded by $N-1$ core electrons, and imagine the core so small that it sits on the nucleus. One further electron then sees a point charge
\begin{equation}
\zeta=Z-(N-1)=Z-N+1 .
\end{equation}
In Hartree atomic units its bound energies are $-\zeta^2/(2n^2)$, and its orbitals are orthogonal because they belong to one Hermitian Hamiltonian. For a neutral atom, $Z=N$ and $\zeta=1$.

A real core has a finite size. The outer electron can enter it, where the screening is incomplete. It exchanges with the core electrons, and the Pauli principle excludes it from the occupied orbitals. The question is which properties of the point-core problem survive.

The treatment is nonrelativistic, with a point nucleus and a single determinant. The core has closed shells, and $\zeta>0$. Its orbitals solve the Hartree-Fock equations of the core alone and are then held fixed; this is the frozen-core approximation.

\subsection{Three electrons}

Take the core $1s^2$, with normalized spatial orbital $c$, and a valence orbital $v$ with spin up. The spin orbitals are $c\alpha$, $c\beta$ and $v\alpha$. We may choose $\langle c|v\rangle=0$, since adding a multiple of $c\alpha$ to $v\alpha$ does not change the determinant except for normalization.

The energy of a determinant of orthonormal spin orbitals $\phi_i$ follows from its permutations. For an operator symmetric in the electrons, the two sums over permutations reduce to one:
\begin{equation}
\langle\Psi|O|\Psi\rangle=\sum_{\mathcal P}(-1)^{\mathcal P}
\langle\phi_1\phi_2\cdots|O|\mathcal P(\phi_1\phi_2\cdots)\rangle .
\end{equation}
For a sum of one-electron operators, orthogonality leaves the identity permutation. For the repulsion between two electrons it leaves the identity and the exchange of those two, the latter with a minus sign. Each pair therefore contributes $J_{ij}-K_{ij}$, with
\begin{align}
J_{ij}&=\iint\frac{|i(1)|^2|j(2)|^2}{r_{12}}\,d1\,d2,\\
K_{ij}&=\iint\frac{i^*(1)j(1)\,j^*(2)i(2)}{r_{12}}\,d1\,d2 ,
\end{align}
and $K_{ij}$ is present for parallel spins only.

With $h=-\tfrac12\nabla^2-Z/r$, the three pairs give $J_{cc}$, $J_{cv}-K_{cv}$ and $J_{cv}$. Hence
\begin{equation}
E_3=2h_{cc}+J_{cc}+h_{vv}+2J_{cv}-K_{cv}.
\end{equation}
The first two terms are the core energy $E_{\rm core}$. The rest is
\begin{equation}
E_3-E_{\rm core}=\langle v|F|v\rangle,\qquad F=h+2J_c-K_c, \label{three}
\end{equation}
where the operators act as
\begin{align}
(J_cv)(1)&=\int\frac{|c(2)|^2}{r_{12}}d2\;v(1),\\
(K_cv)(1)&=c(1)\int\frac{c^*(2)v(2)}{r_{12}}d2 .
\end{align}
$F$ contains the core but not $v$. There is no valence self-repulsion, because an electron forms no pair with itself.

Now make the energy stationary with $\langle v|v\rangle=1$ and $\langle c|v\rangle=0$. For real orbitals the functional is
\begin{equation}
L=\langle v|F|v\rangle-\varepsilon(\langle v|v\rangle-1)-2\lambda\langle c|v\rangle .
\end{equation}
Its variation is $2\langle\delta v|Fv-\varepsilon v-\lambda c\rangle$, since $F$ is Hermitian. Therefore
\begin{equation}
Fv=\varepsilon v+\lambda c. \label{constrained}
\end{equation}
Projection on $c$ removes the $\varepsilon$ term and gives $\lambda=\langle c|F|v\rangle$. When $F$ acts on $c$ itself, $J_cc=K_cc$, so
\begin{equation}
Fc=(h+2J_c-K_c)c=(h+J_c)c=\varepsilon_c c .
\end{equation}
The last equality is the Hartree-Fock equation of the two-electron core, in which each electron feels the other. Consequently
\begin{equation}
\lambda=\langle Fc|v\rangle=\varepsilon_c\langle c|v\rangle=0,
\qquad Fv=\varepsilon v. \label{lambdazero}
\end{equation}
The constraint needs no force to maintain it, because the core orbital is an eigenfunction of the same operator.

Projection of $Fv=\varepsilon v$ on $v$ also gives $\varepsilon=E_3-E_{\rm core}$. Take a model atom with $Z=3.5$, hence $\zeta=1.5$; the noninteger charge prevents the tail charge from being mistaken for a built-in unit charge. For the lowest valence state, $2s$, the sums over spin orbitals give
\begin{equation}
-10.572977-(-10.173848)=-0.399129\ \text{hartree},
\end{equation}
which is the separately calculated eigenvalue. The binding energy is $0.3991$ hartree, or $10.86$ eV, within this frozen-core model.

\subsection{Any closed-shell core}

Let $c$ now run over all spatial core orbitals, each doubly occupied. A spin-up valence electron forms two direct pairs and one exchange pair with each of them, so
\begin{equation}
E_N=E_{\rm core}+\langle v|F|v\rangle,\qquad
F=h+\sum_c(2J_c-K_c). \label{general}
\end{equation}
The core energy is $2\sum_ch_{cc}+\sum_{cc'}(2J_{cc'}-K_{cc'})$. A change $\delta c$ enters the double sum through either index, so the first-order change of the energy is
\begin{equation}
\delta E_{\rm core}=2\sum_c\langle\delta c|F|c\rangle+\text{complex conjugate}.
\end{equation}
Stationarity under changes orthogonal to the occupied orbitals means that $Fc$ lies in the occupied space. $F$ depends on that space and not on the basis chosen in it, so the basis can be chosen to diagonalize $F$ there: $Fc=\varepsilon_cc$. The calculation leading to Eq.~\eqref{lambdazero} then holds for every core orbital.

The self-consistency of the core matters here. For frozen orbitals from another source, $\lambda_c=\langle c|F|v\rangle$ need not vanish. With $Q=1-\sum_c|c\rangle\langle c|$, the constrained equation is then
\begin{equation}
QFQ\,v=\varepsilon v,\qquad Qv=v. \label{projected}
\end{equation}
Its solutions are still orthogonal, because $QFQ$ is Hermitian, but the unprojected equation no longer describes the constrained problem. In the model atom a hydrogenic core orbital with exponent $3.1875$ bohr$^{-1}$ gives a multiplier of magnitude $0.046$ hartree. For the self-consistent core it is zero to numerical accuracy.

\subsection{The radial equation}

Write $v=r^{-1}P(r)Y_{lm}$ and $c=r^{-1}P_c(r)Y_{l_cm_c}$, with real radial functions. From here on $c$ labels a radial shell, and the sum over $m_c$ is carried out explicitly. The repulsion is expanded as
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_qC_{kq}^*(1)C_{kq}(2),
\quad C_{kq}=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}. \label{multipole}
\end{equation}
For two radial functions $a$ and $b$ define
\begin{equation}
\frac{Y^k(ab;r)}r=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}P_a(r')P_b(r')\,dr'. \label{yk}
\end{equation}

For the direct term, $\sum_{m_c}|Y_{l_cm_c}|^2=(2l_c+1)/(4\pi)$ is spherical, so only $k=0$ survives. The two spins then give $2(2l_c+1)Y^0(cc;r)/r$ for each shell.

The exchange operator summed over a closed shell is invariant under rotations. Acting on $Y_{lm}$ it returns $Y_{lm}$ times a radial function that does not depend on $m$. The angular factor of multipole $k$ can therefore be averaged over $m$:
\begin{equation}
A_k=\frac1{2l+1}\sum_{m,m_c,q}
|\langle l_cm_c|C_{kq}|lm\rangle|^2 .
\end{equation}
Write the squared integral as a double integral over two directions separated by the angle $\gamma$. The addition theorem replaces the sums over $m$ and $m_c$ by $(2l+1)P_l(\cos\gamma)/(4\pi)$ and $(2l_c+1)P_{l_c}(\cos\gamma)/(4\pi)$, and the sum over $q$ by $P_k(\cos\gamma)$; here $P_l$, $P_k$ and $P_{l_c}$ are Legendre polynomials. Integration over the first direction gives $4\pi$, and the azimuth of the second gives $2\pi$. With $t=\cos\gamma$,
\begin{align}
A_k&=\frac{2l_c+1}{16\pi^2}\,(4\pi)(2\pi)
\int_{-1}^1P_l(t)P_k(t)P_{l_c}(t)\,dt\nonumber\\
&=(2l_c+1)\,b_k(l,l_c),\\
b_k(l,l_c)&=\frac12\int_{-1}^1P_lP_kP_{l_c}\,dt
=\begin{pmatrix}l&k&l_c\\0&0&0\end{pmatrix}^2. \label{angular}
\end{align}
The last form is a squared $3j$ symbol. Explicit sums over $m_c$ agree with it in the numerical check for several $s$, $p$ and $d$ combinations.

Multiplying the orbital equation by $r$ gives the radial frozen-core equation $F_lP=\varepsilon P$:
\begin{align}
&\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr
+\sum_c\frac{2(2l_c+1)Y^0(cc;r)}r\right]P(r)\nonumber\\
&\quad-\sum_{c,k}(2l_c+1)b_k(l,l_c)
\frac{Y^k(cP;r)}rP_c(r)=\varepsilon P(r). \label{radial}
\end{align}
The exchange term is nonlocal: its value at $r$ depends on $P$ at all radii, through the integral in $Y^k(cP;r)$. For an $s$ core, $P_{l_c}=1$, and orthogonality of the Legendre polynomials leaves $k=l$ with $b_l=1/(2l+1)$. For $l=0$ this factor is one, and with the single core shell $1s^2$ Eq.~\eqref{radial} reduces to the three-electron equation.

\subsection{Orthogonality and its loss}

Write the exchange term as $-\int_0^\infty X_l(r,r')P(r')\,dr'$, with
\begin{equation}
X_l(r,r')=\sum_{c,k}(2l_c+1)b_kP_c(r)\frac{r_<^k}{r_>^{k+1}}P_c(r'). \label{kernel}
\end{equation}
This kernel is symmetric in $r$ and $r'$. Take bound solutions $P_a$ and $P_b$ with the same $l$. Multiply the equation for $P_a$ by $P_b$, subtract the equation for $P_b$ multiplied by $P_a$, and integrate. The local potentials cancel at each $r$, and the exchange terms cancel after the names of $r$ and $r'$ are interchanged in one of them. What remains is
\begin{equation}
(\varepsilon_a-\varepsilon_b)\int_0^\infty P_aP_b\,dr
=-\frac12\left[P_bP_a'-P_aP_b'\right]_0^\infty=0. \label{orthogonal}
\end{equation}
The bracket vanishes at the origin because $P\propto r^{l+1}$, and at infinity because bound functions decay. Unequal energies therefore imply orthogonality, and degenerate solutions can be chosen orthogonal. Different $l$ or $m$ are orthogonal through their angular functions. Core orbitals solve the same equation, so they are covered by the same proof.

The determinants $\Psi_a$ and $\Psi_b$ share their core, so their overlap is $\langle a|b\rangle$. They also do not mix through the full Hamiltonian $H$. A determinant is linear in its valence orbital, and Eq.~\eqref{general} holds for every normalized $v$ orthogonal to the core. Applying it to normalized combinations of $a$ and $b$ and collecting the cross terms gives
\begin{equation}
\langle\Psi_a|H|\Psi_b\rangle=E_{\rm core}\langle a|b\rangle+\langle a|F|b\rangle=0
\end{equation}
for two different orthogonal solutions.

A matrix diagonalization would make its eigenvectors orthogonal by construction. The check therefore integrates the radial equation separately for $2s$, $3s$ and $4s$ and matches each function to a decaying solution outside the core. The largest overlap among these functions and the core $1s$ is $8\times10^{-11}$.

If the core relaxes separately for each valence state, there are two operators, with $F^{(a)}a=\varepsilon_aa$ and $F^{(b)}b=\varepsilon_bb$. Subtraction now gives
\begin{equation}
(\varepsilon_a-\varepsilon_b)\langle b|a\rangle
=\langle b|F^{(a)}-F^{(b)}|a\rangle, \label{relaxed}
\end{equation}
and nothing makes the right side vanish in general. Unrestricted Hartree-Fock calculations with relaxed cores give an overlap of $2.0\times10^{-4}$ between $2s$ and $3s$. This unrestricted relaxation lowers the total energy of the $2s$ state by $6.5\times10^{-5}$ hartree, which is $0.016\%$ of its frozen-core binding energy. Most of it is spin polarization, in which the two core electrons take different spatial orbitals; if the core orbital relaxes but stays doubly occupied, the lowering is $1.8\times10^{-5}$ hartree. The frozen core is thus a close approximation for this energy, while orthogonality of the valence orbitals depends on having one common operator.

\section{The Rydberg series in the $V^{N-1}$ field}

\subsection{Symbols and results carried over}

A closed-shell core of $N-1$ electrons, with radial orbitals $P_c$ and angular momenta $l_c$, surrounds a nucleus of charge $Z$. A valence function $P$ of angular momentum $l$ satisfies $F_lP=\varepsilon P$, Eq.~\eqref{radial}, where $F_l$ is Hermitian and does not depend on the valence state. It contains the direct potentials $2(2l_c+1)Y^0(cc;r)/r$ and an exchange operator, written $-K$ below. The functions $Y^k$ are defined in Eq.~\eqref{yk}. The valence electron moves in the field of the other $N-1$ electrons, which is the meaning of $V^{N-1}$. The charge left outside the core is $\zeta=Z-N+1>0$, and the numerical model has $Z=3.5$, core $1s^2$ and $\zeta=1.5$.

For a self-consistent, closed-shell frozen core, the core and valence orbitals solve one Hermitian equation and can therefore be chosen orthogonal, a property that is lost in general when the core relaxes separately for each valence state. It remains to show that the bound levels in this $V^{N-1}$ field form a Rydberg series, and to find what the core does to it.
